# A Small T1 Diagnostic Does Not Prove Single-Reference Character

**Q:** My coupled-cluster calculation gives a T1 diagnostic well below the customary warning level of 0.02. I conclude that one determinant describes the state well. Is anything wrong with that?

**A:** The inference fails. T1 is built from the singles amplitudes alone,

$$T_1=\frac{\lVert \mathbf t_1\rVert}{\sqrt N},$$

where $N$ is the number of correlated electrons and $\mathbf t_1$ holds the closed-shell spatial amplitudes. A state can depart from its reference through double excitations while $\mathbf t_1=0$. Stretched H$_2$ shows this.

Take one real 1s function per atom, $A$ and $B$, with overlap $S$. The molecular orbitals are

$$g=\frac{A+B}{\sqrt{2(1+S)}},\qquad u=\frac{A-B}{\sqrt{2(1-S)}}.$$

The reference is the restricted determinant $\Phi_0=|g\bar g\rangle$, where a bar marks spin down. With fixed nuclei at distance $R$,

$$H=h(1)+h(2)+\frac{e^2}{4\pi\varepsilon_0 r_{12}}+\frac{e^2}{4\pi\varepsilon_0R},$$

$$h=-\frac{\hbar^2\nabla^2}{2m}-\sum_{X=A,B}\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_X|}.$$

**Q:** Why should the singles vanish? Is that Brillouin's theorem?

**A:** Brillouin's theorem removes the direct coupling between $\Phi_0$ and a single excitation. A single could still enter by coupling to the double excitation. Inversion symmetry closes that route too.

Under inversion $g\to g$ and $u\to-u$. Hence $|g\bar g\rangle$ and $|u\bar u\rangle$ are even, while $|g\bar u\rangle$ and $|u\bar g\rangle$ are odd. Since $H$ commutes with inversion, even and odd determinants do not mix. The singlet ground state is even, so

$$\Psi\propto|g\bar g\rangle+t\,|u\bar u\rangle .$$

In $e^{T_1+T_2}\Phi_0$ the coefficient of a single excitation is its $t_1$ amplitude. It is zero here, so $T_1=0$ at every finite bond length, and $t$ is the doubles amplitude. With two electrons there are no higher excitations, so CCSD is exact within the basis.

As a control, an axial field of $5\times10^9$ V/m at 300 pm removes inversion symmetry. In the minimal STO-3G basis T1 then becomes 0.058, with a doubles amplitude of −0.93.

**Q:** How large is $t$ without the field?

**A:** Write $E_g$ and $E_u$ for the energies of the two even determinants, and $2\Delta=E_u-E_g$. They differ in both orbitals, so only the electron repulsion couples them:

$$K=(gu|gu)=\iint g(1)u(1)\frac{e^2}{4\pi\varepsilon_0r_{12}}g(2)u(2)\,d^3r_1d^3r_2 .$$

This is positive, being twice the electrostatic self-energy of the real charge distribution $e\,gu$. Projecting $H\Psi=E\Psi$ on each determinant gives

$$E_g+Kt=E,\qquad K+E_ut=Et .$$

Inserting the first equation into the second,

$$K+E_ut=E_gt+Kt^2\quad\Rightarrow\quad K+2\Delta t-Kt^2=0,$$

$$t=\frac{\Delta\pm\sqrt{\Delta^2+K^2}}{K}.$$

Because $E=E_g+Kt$ and $K>0$, the lower energy needs the minus sign. Multiplying numerator and denominator by $\Delta+\sqrt{\Delta^2+K^2}$ turns the numerator into $\Delta^2-(\Delta^2+K^2)=-K^2$, so

$$t=-\frac{K}{\Delta+\sqrt{\Delta^2+K^2}} .$$

In the STO-3G basis at 300 pm, $K=8.142$ eV and $\Delta=0.611$ eV. The square root is 8.165 eV, and $t=-8.142/8.776=-0.928$.

**Q:** Does it stop there, or grow further?

**A:** Its magnitude tends to one. As $S\to0$, $gu\to(A^2-B^2)/2$. Define $U=(AA|AA)$ and $V=(AA|BB)$. Then

$$K\to\tfrac14(U+U-2V)=\tfrac12(U-V).$$

Also $g^2$ and $u^2$ both tend to $(A^2+B^2)/2$, since the product $AB$ vanishes. Their Coulomb self-repulsions become equal, and $h_{uu}-h_{gg}=2(S\,h_{AA}-h_{AB})/(1-S^2)\to0$, because $S$ and $h_{AB}$ both vanish. Thus $\Delta\to0$ while $K$ stays finite. For small positive $\Delta/K$,

$$|t|=\sqrt{1+(\Delta/K)^2}-\Delta/K\approx1-\Delta/K .$$

At 500 pm, $1-|t|$ and $\Delta/K$ are both 0.00074.

**Q:** What does $t=-1$ mean physically?

**A:** Normalization gives the reference a weight $1/(1+t^2)$, which falls to one half. The occupations of $g$ and $u$ are twice the two weights:

$$n_g=\frac{2}{1+t^2},\qquad n_u=\frac{2t^2}{1+t^2}.$$

Both tend to one. The spatial function becomes

$$\frac{g(1)g(2)-u(1)u(2)}{\sqrt2}\to\frac{A(1)B(2)+B(1)A(2)}{\sqrt2},$$

because the terms with both electrons on one atom cancel. One electron sits on each atom, and describing this with $g$ and $u$ takes two equally important determinants. This is static correlation.

| $R$ (pm) | $t$ | T1 | reference weight |
|---|---|---|---|
| 74 | −0.113 | 0 | 0.987 |
| 200 | −0.636 | 0 | 0.712 |
| 300 | −0.928 | 0 | 0.537 |
| 500 | −0.999 | 0 | 0.500 |

**Q:** Perhaps $|g\bar g\rangle$ is just a poor determinant. Could better orbitals, even spin-unrestricted ones, rescue the single-determinant picture?

**A:** Not as a description of the singlet wavefunction. Let $D$ be any determinant of orthonormal spin-orbitals $x$ and $y$. Let $x'$ and $y'$ be their components on $(g,\bar g)$, and $x''$ and $y''$ those on $(u,\bar u)$. The overlaps $P=\langle g\bar g|D\rangle$ and $Q=\langle u\bar u|D\rangle$ are $2\times2$ determinants of these components. Such a determinant is no larger than the product of its column lengths, so

$$|P|+|Q|\le|x'||y'|+|x''||y''|\le1 .$$

The last step is the Cauchy–Schwarz inequality, with $|x'|^2+|x''|^2\le1$ and likewise for $y$. If $c_g$ and $c_u=tc_g$ are the normalized coefficients and $|t|\le1$, then

$$|\langle\Psi|D\rangle|\le|c_g||P|+|c_u||Q|\le|c_g| .$$

No determinant has a squared overlap above $c_g^2=1/(1+t^2)$, and $\Phi_0$ reaches that value. A numerical search over complex spin-orbitals at 300 pm found a maximum of 0.537, in agreement. The bound concerns the overlap, not the energy. At large $R$ the unrestricted determinant $|A\bar B\rangle$ puts one electron on each atom and reaches the correct dissociation energy. It is an equal mixture of the singlet and the triplet, which become degenerate, so its weight in the singlet is still one half.

**Q:** But you said CCSD is exact here. Where is the harm?

**A:** That exactness comes from having two electrons, so it certifies nothing about larger molecules. The harm already appears in H$_2$ if a zero T1 is taken as permission to use second-order perturbation theory.

In MP2 the double excitation costs $2(\varepsilon_u-\varepsilon_g)$ in orbital energies, and the singles do not contribute. Hence

$$E^{(2)}=-\frac{K^2}{2(\varepsilon_u-\varepsilon_g)} .$$

With $J_{pq}=(pp|qq)$, the Hartree–Fock orbital energies are

$$\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J_{gu}-K .$$

At large $R$, $h_{uu}-h_{gg}\to0$ and both $J_{gg}$ and $J_{gu}$ tend to $(U+V)/2$. The gap therefore tends to

$$\tfrac12(U+V)-\tfrac12(U-V)=V\to\frac{e^2}{4\pi\varepsilon_0R},$$

and

$$E^{(2)}\to-\frac{(U-V)^2}{8V} .$$

This falls without bound as $R$ grows. At 1000 pm, $U=21.08$ eV and $V=1.44$ eV give $-(19.64)^2/11.52=-33.5$ eV. The exact correlation energy in this basis is −9.8 eV, so MP2 lies 23.7 eV too low, with T1 still zero. The size of this error belongs to the minimal basis. In cc-pVTZ at the same distance MP2 lies about 8 eV too low, and T1 is no longer zero there.

**Q:** That is a minimal basis. Would a realistic basis not raise the alarm?

**A:** With Hartree–Fock orbitals, here it does. A larger basis contains further gerade orbitals, so singles from $g$ into them are allowed. In cc-pVDZ at 400 pm, T1 is 0.086, above the warning level. This value is not converged with basis: cc-pVTZ gives 0.112, cc-pVQZ 0.122 and aug-cc-pVTZ 0.137.

That alarm depends on the orbitals, however. The coefficients $C_{pq}$ of $|p\bar q\rangle$ in a real two-electron singlet form a symmetric matrix. Diagonalizing it gives the natural orbitals, in which

$$\Psi=\sum_k c_k|k\bar k\rangle .$$

Take the $k$ with the largest $|c_k|$ as reference. Every other term is then a double excitation, so T1 is zero. For the same cc-pVDZ state at 400 pm, the largest doubles amplitude in these orbitals is −0.969. The overlap argument above carries over term by term to this longer sum, and the best single determinant has a weight of only 0.516. In cc-pVQZ the amplitude is −0.967 and the weight 0.517.

**Q:** Then what does T1 measure?

**A:** It signals a mismatch between the reference orbitals and those the correlated state prefers. For two electrons it vanishes when the occupied orbital is a natural orbital. It is not a pure distance, however. Rotating the occupied orbital by a small angle $\theta$ from the leading natural orbital toward a natural orbital $k$ with doubles amplitude $t_k=c_k/c_0$, where $c_0$ is the leading coefficient, gives $|t_1|\approx\theta\,|1-t_k|$. This is close to $\theta$ when $t_k$ is small and close to $2\theta$ when $t_k$ is near $-1$, as in the field example above. For two electrons in orbital $i$, singles acting alone give

$$e^{T_1}|i\bar i\rangle=|\phi\bar\phi\rangle,\qquad \phi=i+\sum_a t_i^a\,a,$$

because each electron is independently replaced by the same mixture. The result is again one determinant, apart from normalization. Singles repair orbitals; by themselves they do not create multireference character.

The converse inference therefore fails as well. For H$_2$ at 74 pm in cc-pVDZ, orbitals computed without electron repulsion give T1 = 0.127. Yet the best determinant has a weight of 0.983, and Hartree–Fock orbitals give T1 = 0.005. In cc-pVQZ these three numbers are 0.129, 0.982 and 0.006.

**Q:** So what should I look at before trusting a single reference?

**A:** Read T1 as a statement about orbitals, and inspect the largest doubles amplitudes beside it. Small ones do not settle the matter, because rotating the virtual orbitals among themselves can spread one large amplitude over many small ones. Then check the natural occupations, which do not depend on the orbitals used to expand a given state. In cc-pVDZ the two largest are 1.97 and 0.02 at 74 pm, but 1.03 and 0.97 at 400 pm. In cc-pVQZ only the first of these changes, to 1.96. In a two-electron singlet the larger occupation is $2c_0^2$, twice the weight of the best determinant. The second pair therefore identifies the stretched molecule as multireference, whichever T1 value the orbitals produce. The spin state matters here: a triplet can also have two occupations of one and still be a single determinant. The numerical check obtains these states by direct diagonalization and, in the minimal basis, also solves the CCSD equations from a start with nonzero singles.

## Computed values

```
Part 1: H2, STO-3G, restricted reference
R = 74 pm: K = 4.9310 eV, Delta = 21.4885 eV, gap = 34.0060 eV
  t = -0.11326, T1 = 0.000000, reference weight = 0.98733, u occupation = 0.02533
  RHF - exact = 0.5585 eV, MP2 - exact = 0.2010 eV
R = 150 pm: K = 6.2460 eV, Delta = 7.0261 eV, gap = 15.7819 eV
  t = -0.38023, T1 = 0.000000, reference weight = 0.87369, u occupation = 0.25262
  RHF - exact = 2.3749 eV, MP2 - exact = 1.1389 eV
R = 200 pm: K = 7.0515 eV, Delta = 3.2995 eV, gap = 10.2983 eV
  t = -0.63614, T1 = 0.000000, reference weight = 0.71191, u occupation = 0.57618
  RHF - exact = 4.4858 eV, MP2 - exact = 2.0716 eV
R = 300 pm: K = 8.1420 eV, Delta = 0.6115 eV, gap = 5.4045 eV
  t = -0.92772, T1 = 0.000000, reference weight = 0.53744, u occupation = 0.92511
  RHF - exact = 7.5534 eV, MP2 - exact = 1.4204 eV
R = 400 pm: K = 8.7391 eV, Delta = 0.0780 eV, gap = 3.6779 eV
  t = -0.99111, T1 = 0.000000, reference weight = 0.50447, u occupation = 0.99107
  RHF - exact = 8.6614 eV, MP2 - exact = -1.7213 eV
R = 500 pm: K = 9.0991 eV, Delta = 0.0067 eV, gap = 2.8866 eV
  t = -0.99926, T1 = 0.000000, reference weight = 0.50037, u occupation = 0.99926
  RHF - exact = 9.0924 eV, MP2 - exact = -5.2484 eV
R = 1000 pm: K = 9.8191 eV, Delta = 0.0000 eV, gap = 1.4400 eV
  t = -1.00000, T1 = 0.000000, reference weight = 0.50000, u occupation = 1.00000
  RHF - exact = 9.8191 eV, MP2 - exact = -23.6589 eV
largest T1 over all distances = 0.00000000
at 500 pm: 1-|t| = 0.000737, Delta/K = 0.000737
same-atom repulsion U = 21.0781 eV
V at 1000 pm = 1.4400 eV, orbital gap there = 1.4400 eV
Part 2: search over all determinants, STO-3G, 300 pm
best squared overlap found = 0.537444
1/(1+t^2) = 0.537444
Part 3: inversion symmetry removed by an axial field, 300 pm
field = 5.0e+09 V/m
T1 = 0.05835, doubles amplitude = -0.93368
Part 4: H2, cc-pVDZ, same state with different orbitals
customary warning level for T1 = 0.02
R = 74 pm: best determinant weight = 0.98324
  two largest natural occupations = 1.96648, 0.02040
  T1, Hartree-Fock orbitals = 0.00514
  T1, natural orbitals = 0.00000
  T1, core-Hamiltonian orbitals = 0.12706
  largest doubles amplitude, Hartree-Fock = -0.05341
  largest doubles amplitude, natural = -0.10184
R = 400 pm: best determinant weight = 0.51589
  two largest natural occupations = 1.03178, 0.96822
  T1, Hartree-Fock orbitals = 0.08649
  T1, natural orbitals = 0.00000
  largest doubles amplitude, Hartree-Fock = -0.97055
  largest doubles amplitude, natural = -0.96871
```
